**Stoney's relation tested against a whole elastic disc**

The program tests σ_f h_f = M_s h_s² κ/6, where σ_f is the mean film stress, h_f and h_s are the film and substrate thicknesses, M_s is the substrate's biaxial modulus and κ is the curvature change. An axisymmetric finite-element disc, which does not assume linear strain, is compared with the bilayer formula and the general force and moment balance; both curvature ratios are 0.999999. The program also asserts the linear strain, the neutral-plane position, the first thin-film corrections and the response to graded stress. Layer-energy calculations test the thermal terms, and symbolic plate calculations test the gravity and large-bow formulas. For a 100 nm titanium film on a 725 μm silicon wafer, a chosen curvature change of 2 km⁻¹ gives a force of 31.65 N/m and a mean stress of about 317 MPa. The output shows that gravity on an edge-supported wafer produces about three times this curvature, so its contribution must be removed, for example by a reference measurement on the same support. Cooling by 125 K adds about 121 MPa of tension if the film remains elastic.

## Verification by program

```python
"""Stoney's relation for a thin stressed film on a free elastic plate:
    film_force = film_stress * h_f = M_s * h_s**2 * curvature / 6
h_f, h_s : film and substrate thickness;  M = E/(1-nu) : biaxial modulus
film_force : force per length;  z : height above the substrate midplane
Tension is positive; curvature is positive if concave on the film side.
The relation and its corrections are tested against finite elements for a
whole disc, a layer-energy calculation and symbolic plate theory.
SI units are used internally, except in the dimensionless disc test."""
import numpy as np
import sympy as sp
from scipy.constants import g, zero_Celsius


def stoney_force(curvature, M_s, h_s):
    return M_s * h_s**2 * curvature / 6


def bilayer_curvature(h_s, h_f, M_s, M_f, mismatch):
    h, m = h_f / h_s, M_f / M_s
    denominator = 1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2*h**4
    return 6 * mismatch * m * h * (1 + h) / (h_s * denominator)


def relax_layers(h_s, h_f, M_s, M_f, free_s, free_f):
    """Minimize layer energy; free_s and free_f are stress-free strains."""
    x, weights = np.polynomial.legendre.leggauss(8)
    matrix, load = np.zeros((2, 2)), np.zeros(2)
    for low, thickness, modulus, free in (
            (-h_s/2, h_s, M_s, free_s), (h_s/2, h_f, M_f, free_f)):
        for point, weight in zip(x, weights):
            z = low + thickness * (1 + point) / 2
            basis = np.array([1.0, -z])
            factor = modulus * weight * thickness / 2
            matrix += factor * np.outer(basis, basis)
            load += factor * free(z) * basis
    return np.linalg.solve(matrix, load)  # midplane strain, curvature


def shape(x):
    return np.array([x*(x-1)/2, 1-x*x, x*(x+1)/2])


def slope(x):
    return np.array([x-0.5, -2*x, x+0.5])


def disc_elements(radius, h_s, h_f, E_s, E_f, nu, mismatch, n_r=40, n_s=4):
    """Quadratic axisymmetric elements, without assumed flat sections."""
    r = np.linspace(0, radius, 2*n_r + 1)
    z = np.concatenate((np.linspace(-h_s/2, h_s/2, 2*n_s + 1),
                        [h_s/2 + h_f/2, h_s/2 + h_f]))
    n_z = len(z)
    size = 2 * len(r) * n_z
    stiffness, load = np.zeros((size, size)), np.zeros(size)
    elastic = np.diag([1/(1+nu)]*3 + [1/(2*(1+nu))])
    elastic[:3, :3] += nu / ((1+nu)*(1-2*nu))
    free_strain = np.array([-mismatch, -mismatch, 0, 0])
    x, weights = np.polynomial.legendre.leggauss(3)
    for i in range(n_r):
        for j in range(n_s + 1):
            nodes = np.array([(2*i+a)*n_z + 2*j+b
                              for a in range(3) for b in range(3)])
            dofs = np.column_stack((2*nodes, 2*nodes+1)).ravel()
            dr, dz = r[2*i+2]-r[2*i], z[2*j+2]-z[2*j]
            C = elastic * (E_f if j == n_s else E_s)
            for xr, wr in zip(x, weights):
                rr = r[2*i] + dr*(1+xr)/2
                for xz, wz in zip(x, weights):
                    N = np.outer(shape(xr), shape(xz)).ravel()
                    N_r = np.outer(slope(xr), shape(xz)).ravel()*2/dr
                    N_z = np.outer(shape(xr), slope(xz)).ravel()*2/dz
                    B = np.zeros((4, 18))
                    B[0, 0::2], B[1, 0::2] = N_r, N/rr
                    B[2, 1::2], B[3, 0::2], B[3, 1::2] = N_z, N_z, N_r
                    factor = wr*wz*dr*dz*rr/4
                    stiffness[np.ix_(dofs, dofs)] += factor * B.T @ C @ B
                    if j == n_s:
                        load[dofs] += factor * B.T @ C @ free_strain
    fixed = np.r_[2*np.arange(n_z), 2*n_s + 1]
    active = np.setdiff1d(np.arange(size), fixed)
    displacement = np.zeros(size)
    displacement[active] = np.linalg.solve(
        stiffness[np.ix_(active, active)], load[active])
    return r, z, displacement.reshape(len(r), n_z, 2)


# Whole-disc test with a visibly thick and stiff film.
disc_h, disc_m, disc_nu, disc_mismatch = 0.05, 2.0, 0.28, 1e-3
disc_M_s = 1/(1-disc_nu)
disc_M_f = disc_m * disc_M_s
r, z, u = disc_elements(20, 1, disc_h, 1, disc_m, disc_nu, disc_mismatch)
mid, quarter, substrate_mid = 40, 20, 4
disc_curvature = 2*u[mid, substrate_mid, 1]/r[mid]**2
inner_curvature = 2*u[quarter, substrate_mid, 1]/r[quarter]**2
disc_formula = bilayer_curvature(1, disc_h, disc_M_s, disc_M_f, disc_mismatch)
strain = u[mid, :, 0]/r[mid]
line = np.polyfit(z, strain, 1)
linear_error = np.max(abs(strain-np.polyval(line, z)))/np.ptp(strain)
film_stress_nodes = disc_M_f*(strain[-3:] + disc_mismatch)
simpson = np.array([1, 4, 1])*disc_h/6
disc_force = simpson @ film_stress_nodes
force_height = simpson @ (film_stress_nodes*(z[-3:]-0.5))/disc_force
balance_curvature = 6*disc_force*(1+2*force_height)/disc_M_s
neutral_plane = -line[1]/line[0]
assert disc_curvature > 0
assert abs(disc_curvature/disc_formula - 1) < 0.01
assert abs(inner_curvature/disc_curvature - 1) < 0.01
assert linear_error < 0.01
assert abs(disc_curvature/balance_curvature - 1) < 0.01
assert abs(neutral_plane*6*(1+2*force_height) + 1) < 0.01

# Thin limit, first correction, neutral plane and surface stresses.
thin_h = 1e-4
for m in (0.5, 1.0, 2.0):
    eps0, kappa = relax_layers(1, thin_h, 1, m,
                              lambda z: 0, lambda z: -1e-3)
    unrelaxed_force = m*1e-3*thin_h
    ratio = kappa/(6*unrelaxed_force)
    assert abs((ratio-1)/thin_h - (1-4*m)) < 0.01
    actual_stress = m*(eps0-kappa*(0.5+thin_h/2)+1e-3)
    actual_force = actual_stress*thin_h
    assert abs((kappa/(6*actual_force)-1)/thin_h - 1) < 0.01
    assert abs(eps0/kappa + 1/6) < 1e-4
    assert abs((eps0-kappa/2)/(-4*actual_force)-1) < 3e-4
    assert abs((eps0+kappa/2)/(2*actual_force)-1) < 3e-4

# A graded film whose stress changes sign, and growth of one more layer.
graded_h = 1e-5
_, graded_kappa = relax_layers(
    1, graded_h, 1, 2, lambda z: 0,
    lambda z: -1e-3*(1.5-2*(z-0.5)/graded_h))
graded_force = 2e-3*graded_h*0.5
assert abs(graded_kappa/(6*graded_force)-1) < 2e-4
_, partial_kappa = relax_layers(
    1, 0.9*graded_h, 1, 2, lambda z: 0,
    lambda z: -1e-3*(1.5-2*(z-0.5)/graded_h))
newest_stress = (graded_kappa-partial_kappa)/(6*0.1*graded_h)
assert abs(newest_stress/(2e-3*(1.5-1.9))-1) < 1e-3

# Rough material constants and round process conditions.
C11, C12, C44 = 166e9, 64e9, 80e9
E_f, nu_f = 110e9, 0.32
alpha_s, alpha_f = 2.6e-6, 8.6e-6
density, conductivity, softening = 2330.0, 100.0, 6e-5
h_s, h_f, wafer_radius = 725e-6, 100e-9, 0.100
measured_curvature = 2e-3
growth_T, room_T = 150+zero_Celsius, 25+zero_Celsius
heat_flux, thickness_error = 1000.0, 10e-6
M_f = E_f/(1-nu_f)

# Biaxial modulus from the full cubic compliance matrix.
C = np.diag([C11-C12]*3 + [C44]*3)
C[:3, :3] += C12
S = np.linalg.inv(C)
biaxial_strain = S @ np.array([1, 1, 0, 0, 0, 0])
M_s = C11+C12-2*C12**2/C11
assert abs(M_s*biaxial_strain[0]-1) < 1e-12
assert abs(biaxial_strain[0]-biaxial_strain[1]) < 1e-24
assert abs(biaxial_strain[5]) < 1e-24
E100, nu100 = 1/S[0, 0], -S[0, 1]/S[0, 0]
stress110 = np.array([0.5, 0.5, 0, 0, 0, 0.5])
E110 = 1/(stress110 @ S @ stress110)
mixed_M = E110/(1-nu100)

# Main result and corrections for finite film thickness and elasticity.
force = stoney_force(measured_curvature, M_s, h_s)
stress = force/h_f
unit_mismatch = 1e-3
eps0, unit_kappa = relax_layers(h_s, h_f, M_s, M_f,
                               lambda z: 0, lambda z: -unit_mismatch)
scale = measured_curvature/unit_kappa
unrelaxed_stress = M_f*unit_mismatch*scale
actual_stress = M_f*scale*(
    eps0-unit_kappa*(h_s+h_f)/2+unit_mismatch)
assert abs(actual_stress/stress-1) < 1e-3

# Thermal effects: back face hotter, then uniform cooling.
temperature_drop = heat_flux*h_s/conductivity
gradient_curvature = alpha_s*temperature_drop/h_s
_, gradient_test = relax_layers(
    h_s, h_f, M_s, 0, lambda z: -alpha_s*temperature_drop*z/h_s,
    lambda z: 0)
assert abs(gradient_test/gradient_curvature-1) < 1e-10
cooling = room_T-growth_T
thermal_stress = -M_f*(alpha_f-alpha_s)*cooling
_, cooling_curvature = relax_layers(
    h_s, h_f, M_s, M_f,
    lambda z: alpha_s*cooling, lambda z: alpha_f*cooling)
assert abs(stoney_force(cooling_curvature, M_s, h_s)
           / (thermal_stress*h_f)-1) < 1e-3

# Gravity on an edge-supported isotropic plate: solve its plate equation.
rr, aa, q, D, nu, c2, c4 = sp.symbols("r a q D nu c2 c4", positive=True)
w = c2*rr**2+c4*rr**4


def laplacian(f):
    return sp.diff(rr*sp.diff(f, rr), rr)/rr


c4_value = sp.solve(sp.Eq(sp.simplify(D*laplacian(laplacian(w))), -q),
                    sp.Symbol("c4", positive=True), check=False)
# The coefficient is negative, so solve with unrestricted symbols.
b2, b4 = sp.symbols("b2 b4")
w = b2*rr**2+b4*rr**4
b4_value = sp.solve(sp.simplify(D*laplacian(laplacian(w))+q), b4)[0]
edge_moment = (sp.diff(w, rr, 2)+nu*sp.diff(w, rr)/rr).subs(rr, aa)
b2_value = sp.solve(edge_moment.subs(b4, b4_value), b2)[0]
gravity_formula = (3+nu)*q*aa**2/(16*D*(1+nu))
assert sp.simplify(2*b2_value-gravity_formula) == 0
plate_D = E100*h_s**3/(12*(1-nu100**2))
gravity_curvature = float(gravity_formula.subs({
    nu: nu100, q: density*g*h_s, aa: wafer_radius, D: plate_D}))

# Large-bow stretching: minimize membrane energy for a spherical shape.
E, hh, kk = sp.symbols("E h kappa", positive=True)
A, B = sp.symbols("A B")
radial = A*rr+B*rr**3
er = sp.diff(radial, rr)+(kk*rr)**2/2
et = radial/rr
density_energy = sp.expand((er**2+et**2+2*nu*er*et)*rr)
membrane = sp.pi*E*hh/(1-nu**2)*sp.integrate(density_energy, (rr, 0, aa))
solution = sp.solve([sp.diff(membrane, A), sp.diff(membrane, B)], [A, B])
membrane = sp.simplify(membrane.subs(solution))
bending = sp.pi*aa**2*E*hh**3*kk**2/(12*(1-nu))
bow_formula = (1-nu)*(kk*aa**2/(4*hh))**2
assert sp.simplify(sp.diff(membrane, kk)/sp.diff(bending, kk)
                   - bow_formula) == 0
bow_correction = float(bow_formula.subs({
    nu: nu100, kk: measured_curvature, aa: wafer_radius, hh: h_s}))


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}")


print("Finite-element disc, substrate thickness and modulus E_s set to 1")
show("Disc radius / h_s", r[-1], "(dimensionless)")
show("Disc h_f / h_s", disc_h, "(dimensionless)")
show("Disc M_f / M_s", disc_m, "(dimensionless)")
show("Disc curvature / bilayer formula", disc_curvature/disc_formula,
     "(dimensionless)", ".6f")
show("Disc curvature / general balance", disc_curvature/balance_curvature,
     "(dimensionless)", ".6f")
show("Disc neutral plane z / h_s", neutral_plane, "(dimensionless)", ".5f")
print("Titanium on silicon (001): rough constants, chosen conditions")
show("Silicon C11", C11/1e9, "GPa")
show("Silicon C12", C12/1e9, "GPa")
show("Silicon C44", C44/1e9, "GPa")
show("Silicon biaxial modulus", M_s/1e9, "GPa", ".2f")
show("Titanium Young modulus", E_f/1e9, "GPa")
show("Titanium Poisson ratio", nu_f, "(dimensionless)")
show("Titanium biaxial modulus", M_f/1e9, "GPa", ".2f")
show("Film thickness", h_f*1e9, "nm")
show("Wafer thickness", h_s*1e6, "um")
show("Wafer diameter", 2*wafer_radius*1e3, "mm")
show("Curvature change", measured_curvature*1e3, "1/km")
show("Radius of curvature", 1/measured_curvature, "m")
show("Center-to-edge bow", measured_curvature*wafer_radius**2/2*1e6, "um")
show("Film force per length", force, "N/m", ".3f")
show("Mean film stress from Stoney", stress/1e6, "MPa", ".2f")
show("Mean curvature slope per film nm", measured_curvature*1e3/(h_f*1e9),
     "1/(km nm)")
show("Substrate stress at interface", -4*force/h_s/1e6, "MPa")
show("Substrate stress at back", 2*force/h_s/1e6, "MPa")
print("Corrections and neglected effects")
show("Actual mean stress relative to Stoney", 100*(actual_stress/stress-1),
     "%")
show("Unrelaxed stress relative to Stoney",
     100*(unrelaxed_stress/stress-1), "%")
show("Large-bow correction to inferred force", 100*bow_correction, "%")
show("Silicon density", density, "kg/m3")
show("Gravity curvature, edge support", gravity_curvature*1e3, "1/km")
show("Gravity / measured curvature", gravity_curvature/measured_curvature,
     "(dimensionless)")
show("Heat flux from back to film", heat_flux, "W/m2")
show("Silicon thermal conductivity", conductivity, "W/(m K)")
show("Temperature drop through wafer", temperature_drop*1e3, "mK")
show("Heat-flow curvature / measured",
     100*gradient_curvature/measured_curvature, "%")
show("Silicon thermal expansion", alpha_s*1e6, "1e-6/K")
show("Titanium thermal expansion", alpha_f*1e6, "1e-6/K")
show("Growth temperature", growth_T, "K", ".2f")
show("Room temperature", room_T, "K", ".2f")
show("Added film stress on cooling", thermal_stress/1e6, "MPa", ".2f")
show("Added curvature on cooling", cooling_curvature*1e3, "1/km")
show("Silicon softening coefficient", softening*1e6, "1e-6/K")
show("Silicon modulus change at growth", 100*softening*cooling, "%")
show("Wafer thickness error", thickness_error*1e6, "um")
show("Resulting force error", 100*((1+thickness_error/h_s)**2-1), "%")
show("Silicon E along [110]", E110/1e9, "GPa", ".2f")
show("Silicon Poisson ratio along [100]", nu100, "(dimensionless)")
show("Force error from mixing these constants", 100*(mixed_M/M_s-1), "%")
print("no test failed")
```

Output:

```
Finite-element disc, substrate thickness and modulus E_s set to 1
Disc radius / h_s: 20 (dimensionless)
Disc h_f / h_s: 0.05 (dimensionless)
Disc M_f / M_s: 2 (dimensionless)
Disc curvature / bilayer formula: 0.999999 (dimensionless)
Disc curvature / general balance: 0.999999 (dimensionless)
Disc neutral plane z / h_s: -0.15877 (dimensionless)
Titanium on silicon (001): rough constants, chosen conditions
Silicon C11: 166 GPa
Silicon C12: 64 GPa
Silicon C44: 80 GPa
Silicon biaxial modulus: 180.65 GPa
Titanium Young modulus: 110 GPa
Titanium Poisson ratio: 0.32 (dimensionless)
Titanium biaxial modulus: 161.76 GPa
Film thickness: 100 nm
Wafer thickness: 725 um
Wafer diameter: 200 mm
Curvature change: 2 1/km
Radius of curvature: 500 m
Center-to-edge bow: 10 um
Film force per length: 31.651 N/m
Mean film stress from Stoney: 316.51 MPa
Mean curvature slope per film nm: 0.02 1/(km nm)
Substrate stress at interface: -0.1746 MPa
Substrate stress at back: 0.08731 MPa
Corrections and neglected effects
Actual mean stress relative to Stoney: -0.01379 %
Unrelaxed stress relative to Stoney: 0.03562 %
Large-bow correction to inferred force: 0.003433 %
Silicon density: 2330 kg/m3
Gravity curvature, edge support: 5.917 1/km
Gravity / measured curvature: 2.958 (dimensionless)
Heat flux from back to film: 1000 W/m2
Silicon thermal conductivity: 100 W/(m K)
Temperature drop through wafer: 7.25 mK
Heat-flow curvature / measured: 1.3 %
Silicon thermal expansion: 2.6 1e-6/K
Titanium thermal expansion: 8.6 1e-6/K
Growth temperature: 423.15 K
Room temperature: 298.15 K
Added film stress on cooling: 121.32 MPa
Added curvature on cooling: 0.7663 1/km
Silicon softening coefficient: 60 1e-6/K
Silicon modulus change at growth: -0.75 %
Wafer thickness error: 10 um
Resulting force error: 2.778 %
Silicon E along [110]: 169.70 GPa
Silicon Poisson ratio along [100]: 0.2783 (dimensionless)
Force error from mixing these constants: 30.15 %
no test failed
```
